# B-Matrix Rows for the Out-of-Plane Angle and the Linear-Bend Pair

A geometry optimizer that works in internal coordinates needs their derivatives with respect to the atomic positions. For a linear chain A–B–C the bond angle has no such derivatives: pushing the middle atom to any side makes the angle smaller, so no row of first derivatives can describe the motion. Two bending coordinates measured along chosen transverse directions repair this, but an unsuitable use of them makes the predicted step depend on a direction that nobody meant to be physical. The out-of-plane angle also describes transverse motion, yet needs no such choice. The results below give both sets of rows and the conditions under which the chosen direction does no harm.

## Conventions

The position of atom \(i\) is \(x_i\). The B-matrix row of a coordinate \(q\) consists of the vectors \(s_i=\partial q/\partial x_i\), so that \(dq=\sum_i s_i\cdot dx_i\). The letters \(e,n,p,u,v,w,a\) denote unit vectors. Angles are in radians in all formulas, and the algebra is in atomic units.

**Lemma 1.** Let \(b=x_i-x_0\), \(r=|b|\neq0\) and \(e=b/r\). Then

\[
de=\frac1r(1-ee^T)(dx_i-dx_0).
\]

*Proof.* From \(r^2=b\cdot b\) we get \(dr=e\cdot db\). Hence \(de=db/r-b\,dr/r^2=[db-e(e\cdot db)]/r\). ∎

A bond direction therefore responds only to displacements perpendicular to the bond. If \(dq=c\cdot de\), the end atom has the row \((1-ee^T)c/r\), and the central atom receives its negative.

## The out-of-plane angle

Atom 0 is bonded to atoms 1, 2 and 3, with lengths \(r_i\) and directions \(e_i\). Let \(\phi\) be the angle between \(e_2\) and \(e_3\), and define

\[
n=\frac{e_2\times e_3}{\sin\phi},\qquad \sin\theta=e_1\cdot n,\qquad |\theta|<\frac{\pi}{2}.
\]

Thus \(\theta\) is the angle of bond 0–1 above the plane of the other two bonds. Its sign changes if atoms 2 and 3 are exchanged.

**Theorem 1.** If \(\sin\phi\neq0\) and \(\cos\theta\neq0\), then

\[
\begin{aligned}
s_1&=\frac1{r_1}\left[\frac{n}{\cos\theta}-\tan\theta\,e_1\right],\\
s_2&=\frac1{r_2}\left[\frac{e_3\times e_1}{\cos\theta\sin\phi}-\frac{\tan\theta}{\sin^2\phi}(e_2-\cos\phi\,e_3)\right],\\
s_3&=\frac1{r_3}\left[\frac{e_1\times e_2}{\cos\theta\sin\phi}-\frac{\tan\theta}{\sin^2\phi}(e_3-\cos\phi\,e_2)\right],
\end{aligned}
\]

and \(s_0=-(s_1+s_2+s_3)\).

*Proof.* Write \(\sin\theta=D/\sin\phi\) with \(D=e_1\cdot(e_2\times e_3)\). Cyclic permutation of the triple product gives

\[
dD=(e_2\times e_3)\cdot de_1+(e_3\times e_1)\cdot de_2+(e_1\times e_2)\cdot de_3 .
\]

The angle \(\phi\) changes too. From \(\cos\phi=e_2\cdot e_3\),

\[
d\phi=-\frac{e_3\cdot de_2+e_2\cdot de_3}{\sin\phi},
\]

\[
d\frac1{\sin\phi}=-\frac{\cos\phi}{\sin^2\phi}d\phi=\frac{\cos\phi}{\sin^3\phi}(e_3\cdot de_2+e_2\cdot de_3).
\]

Since \(D=\sin\theta\sin\phi\), the product rule yields

\[
\cos\theta\,d\theta=\frac{dD}{\sin\phi}+\frac{\sin\theta\cos\phi}{\sin^2\phi}(e_3\cdot de_2+e_2\cdot de_3).
\]

The coefficient of \(de_1\) is \(n\). Its part perpendicular to \(e_1\) is \(n-\sin\theta\,e_1\); division by \(r_1\cos\theta\) gives \(s_1\).

The coefficient of \(de_2\) is

\[
c_2=\frac{e_3\times e_1}{\sin\phi}+\frac{\sin\theta\cos\phi}{\sin^2\phi}e_3 .
\]

Because \(e_2\cdot(e_3\times e_1)=D\), its component along \(e_2\) is

\[
e_2\cdot c_2=\sin\theta+\frac{\sin\theta\cos^2\phi}{\sin^2\phi}=\frac{\sin\theta}{\sin^2\phi}.
\]

Subtracting \(e_2(e_2\cdot c_2)\) leaves

\[
\frac{e_3\times e_1}{\sin\phi}-\frac{\sin\theta}{\sin^2\phi}(e_2-\cos\phi\,e_3),
\]

and division by \(r_2\cos\theta\) gives \(s_2\). For atom 3 the coefficient is \((e_1\times e_2)/\sin\phi+\sin\theta\cos\phi\,e_2/\sin^2\phi\), and the same projection, now against \(e_3\), gives \(s_3\). Each bond contributes the negative of its end-atom row to atom 0. ∎

**Corollary.** Let \(p\) be the unit vector along the projection of \(e_1\) on the plane, so \(e_1=\cos\theta\,p+\sin\theta\,n\). Then

\[
s_1=\frac{\cos\theta\,n-\sin\theta\,p}{r_1},\quad
s_2=\frac{n\,[n\cdot(e_3\times p)]}{r_2\sin\phi},\quad
s_3=\frac{n\,[n\cdot(p\times e_2)]}{r_3\sin\phi}.
\]

*Proof.* In \(s_1\) the coefficient of \(n\) is \((1-\sin^2\theta)/\cos\theta=\cos\theta\), and that of \(p\) is \(-\sin\theta\). For \(s_2\), use

\[
e_3\times e_1=\cos\theta\,e_3\times p+\sin\theta\,e_3\times n,\qquad
e_3\times n=\frac{e_2-\cos\phi\,e_3}{\sin\phi}.
\]

The second term cancels the \(\tan\theta\) term of Theorem 1. What remains is parallel to \(n\), since \(e_3\) and \(p\) lie in the plane. For \(s_3\), \(n\times e_2=(e_3-\cos\phi\,e_2)/\sin\phi\) produces the same cancellation. ∎

The corollary shows the geometry. Moving atom 2 within the plane does not turn the plane; moving it along \(n\) tilts the plane about bond 0–3. In the planar limit \(\theta=0\) all four vectors lie along \(n\), a direction supplied by the molecule. At \(|\theta|=\pi/2\) the projection \(p\) is undefined. As \(\sin\phi\to0\) the plane itself is lost, and \(s_2\) and \(s_3\) generally diverge.

**Example.** Take model bonds of 1.0, 1.2 and 1.5 Å, with \(\phi=110^\circ\) and \(\theta=25^\circ\). Let \(e_2\) lie along \(x\), \(e_3\) in the \(xy\) plane, and \(p\) at an azimuth of 230°. Then \(n\) is along \(z\), and

\[
s_{2z}=\frac{\sin120^\circ}{1.2\sin110^\circ}=0.768,\qquad
s_{3z}=\frac{\sin130^\circ}{1.5\sin110^\circ}=0.543
\]

in rad/Å, with no in-plane components. For atom 1, \(s_1=(0.272,0.324,0.906)\) rad/Å. The negative sum is \(s_0=(-0.272,-0.324,-2.218)\) rad/Å. Opening \(\phi\) to 170° and 179°, with \(p\) held fixed, raises the length of \(s_2\) from 0.768 to 4.16 and 37.1 rad/Å. Near \(\phi=180^\circ\) a different coordinate is needed.

## Why a linear chain cannot supply its own direction

**Theorem 2.** Let \(q\) depend on the positions of a set of collinear atoms alone, be invariant under translations and rotations, and be differentiable at the collinear geometry. Then every \(s_i\) there is parallel to the molecular axis.

*Proof.* Put the origin on the axis and let \(R\) be a rotation about it. It leaves the reference positions \(x_i\) unchanged. For arbitrary displacements \(d_i\), invariance gives

\[
q(x+\epsilon d)=q(Rx+\epsilon Rd)=q(x+\epsilon Rd).
\]

Differentiation at \(\epsilon=0\) gives \(\sum_i s_i\cdot d_i=\sum_i s_i\cdot Rd_i\). The \(d_i\) are arbitrary, so \(R^Ts_i=s_i\). A half turn reverses the transverse part of \(s_i\), which must therefore vanish. ∎

A row that records bending must have transverse parts, so its direction has to come from outside the collinear atoms. The ordinary angle escapes the theorem by failing to be differentiable. If A, at distance \(r_A\) from B, moves sideways by \(h\), then \(\tan(\pi-\varphi)=|h|/r_A\), where \(\varphi\) is now the angle A–B–C. The slope is \(1/r_A\) on one side and \(-1/r_A\) on the other. For \(r_A=1.2\) Å, one-sided differences give 0.833 and −0.833 rad/Å.

The planar four-atom centre differs because no rotation except the identity leaves all its atoms in place when \(\sin\phi\neq0\). The argument then places no restriction on rows along the normal.

## The linear-bend pair

Let \(u\) and \(v\) be the unit vectors from B to A and from B to C, with bond lengths \(r_A\) and \(r_C\). Choose a reference axis \(a\), a fixed \(w_1\) perpendicular to it, and \(w_2=a\times w_1\). Define

\[
L_k=w_k\cdot(u+v),\qquad k=1,2.
\]

**Theorem 3.** The rows of \(L_k\) are

\[
s_A=\frac{w_k-u(u\cdot w_k)}{r_A},\qquad
s_C=\frac{w_k-v(v\cdot w_k)}{r_C},\qquad s_B=-s_A-s_C .
\]

For an infinitesimal rigid rotation by the vector \(\Omega\),

\[
\delta L_k=\Omega\cdot[(u+v)\times w_k].
\]

*Proof.* With \(w_k\) fixed, \(dL_k=w_k\cdot du+w_k\cdot dv\), and Lemma 1 gives the rows. A rigid rotation has \(\delta u=\Omega\times u\) and \(\delta v=\Omega\times v\). Thus \(\delta L_k=w_k\cdot[\Omega\times(u+v)]\), and a cyclic permutation gives the result. ∎

When the chain is straight along \(a\), the rows reduce to \(w_k/r_A\), \(-(1/r_A+1/r_C)w_k\) and \(w_k/r_C\) for A, B and C. They ignore rigid rotations, because \(u+v=0\).

The size of the pair follows from \(|u+v|^2=2+2\cos\varphi=4\sin^2(\beta/2)\), where \(\beta=\pi-\varphi\) is the bend. Removing the component along \(a\) gives

\[
L_1^2+L_2^2=4\sin^2(\beta/2)-[a\cdot(u+v)]^2. \tag{1}
\]

The current axis is \(m=(u-v)/|u-v|\). It satisfies \(m\cdot(u+v)=0\), since \(u\) and \(v\) have equal length. If \(m\) is along \(a\), the last term of (1) vanishes, and \((L_1,L_2)\) has length \(2\sin(\beta/2)\approx\beta\).

In a bent chain with \(m\) along \(a\), both vectors \((u+v)\times w_k\) lie along \(a\). The pair then records one rigid rotation, the spin about the axis: \(\delta L_1=-\Omega_aL_2\) and \(\delta L_2=\Omega_aL_1\). This is the price of the external direction.

## When the reference is harmless

**Theorem 4.**

1. Turning \(w_1,w_2\) about \(a\) leaves the span of the two rows and the quadratic form \(k(L_1^2+L_2^2)/2\) unchanged.
2. At a straight geometry, any differentiable rule \(w_k(x)\) gives the same rows as \(w_k\) frozen at its current value.
3. For an isolated straight chain lying along \(a\), with a smooth energy invariant under translations and rotations, the bend gradient vanishes and the bend force-constant matrix is a multiple of the identity.
4. If \(m\cdot a\neq0\), then \(L_1=L_2=0\) holds if and only if the chain is straight.

*Proof.* (1) Turning the references by \(\alpha\) multiplies the pair, and its two rows \(B\), by an orthogonal matrix \(R\). The sum of squares and the span are preserved, and \((RB)^Tk(RB)=kB^TB\).

(2) For a position-dependent reference,

\[
dL_k=w_k\cdot d(u+v)+(u+v)\cdot dw_k .
\]

The last term vanishes because \(u+v=0\).

(3) The transverse gradient vanishes by Theorem 2. Rotational invariance about the axis requires the symmetric \(2\times2\) matrix \(K\) to obey \(RKR^T=K\). For a quarter turn this gives \(K_{11}=K_{22}\) and \(K_{12}=-K_{12}=0\).

(4) If both components vanish, \(u+v=ca\) for some number \(c\). Taking the product with \(m\) gives \(0=c\,m\cdot a\), so \(c=0\) and \(v=-u\). This alone shows that the chain is straight, whatever its tilt. Conversely, every straight chain has \(u+v=0\). ∎

In part 4 the straight chain need not lie along \(a\): any tilt of \(m\) short of a right angle is allowed. Part 3 is stricter. If the chain is tilted from \(a\) by an angle \(\tau\), a small deflection \(q\) in the plane of tilt is recorded only as \(q\cos\tau\), while one perpendicular to that plane is recorded in full. An isotropic bend constant \(k\) then appears as \(k/\cos^2\tau\) in the first direction and as \(k\) in the second.

Part 4 makes the pair suitable for holding a fragment straight, as long as \(m\) stays well away from a right angle to \(a\). The exception is real: a chain bent by 40° and turned so that \(u+v\) lies along \(a\) has \(L_1=L_2=0\). A constraint at a nonzero value is different. A constraint force \(\lambda\) on \(L_k\) acts on the atoms as \(\lambda s_i\). Equating its work in a rigid rotation, \(\lambda\delta L_k\), to \(\Omega\cdot\tau\) gives the torque \(\tau=\lambda(u+v)\times w_k\). Such a constraint can restrict orientation as well as shape, though never completely: the torque has no component along \(u+v\), and a turn about that direction changes neither \(L_1\) nor \(L_2\).

### A reference supplied by another atom

Let atom D lie off the axis through B along \(m\), at distance \(\rho\) from it. Choose \(w_1\) along the perpendicular from the axis to D, and \(w_2=m\times w_1\). If D alone moves, \(u\), \(v\) and \(m\) stay fixed. Lemma 1, applied in the plane perpendicular to \(m\), gives

\[
dw_1=\frac{w_2(w_2\cdot dx_D)}{\rho},\qquad
dw_2=m\times dw_1=-\frac{w_1(w_2\cdot dx_D)}{\rho}.
\]

Therefore

\[
\frac{\partial L_1}{\partial x_D}=\frac{L_2}{\rho}w_2,\qquad
\frac{\partial L_2}{\partial x_D}=-\frac{L_1}{\rho}w_2 .
\]

These rows vanish for a straight chain but are needed for a bent one. The rows of A, B and C then change as well. With \(d=x_D-x_B\) we have \(\rho w_1=d-m(m\cdot d)\), and since \(w_2\) is perpendicular to \(w_1\) and \(m\), a general displacement turns the references about \(m\) by

\[
d\psi=w_2\cdot dw_1=\frac{w_2\cdot(dx_D-dx_B)-(m\cdot d)\,w_2\cdot dm}{\rho},\qquad dm=\frac{(1-mm^T)(du-dv)}{|u-v|}.
\]

Components of \(dw_k\) along \(m\) drop out because \(m\cdot(u+v)=0\), and \(w_1\cdot dw_2=-d\psi\) by orthogonality. So \(dL_1\) gains \(L_2\,d\psi\) and \(dL_2\) gains \(-L_1\,d\psi\) beyond the frozen rows. Only with all of these terms do the rows belong to fully internal coordinates. The construction fails as \(\rho\to0\).

Second derivatives depend on the rule even at linearity. Take the straight chain along \(z\), with \(w_1=x\) and \(w_2=y\). In the next formula \(x_A\) and \(y_D\) are single Cartesian components, the \(x\) coordinate of A and the \(y\) coordinate of D. Differentiating \(\partial L_2/\partial y_D=-(L_1/\rho)\,w_{2y}\) with respect to \(x_A\) gives

\[
\frac{\partial^2L_2}{\partial x_A\partial y_D}=-\frac1{\rho}\frac{\partial L_1}{\partial x_A}=-\frac1{r_A\rho};
\]

the derivatives of \(\rho\) and \(w_2\) are multiplied by \(L_1=0\). For \(r_A=1.2\) Å and \(\rho=2.0\) Å this is −0.417 rad/Å², whereas a frozen reference gives zero. The Cartesian Hessian contains \(\sum_kg_k\,\partial^2L_k\), with \(g_k=\partial V/\partial L_k\). The difference matters if the surroundings exert a transverse force; for the isolated straight chain, \(g_k=0\).

## A chain with numbers

Take \(r_A=1.2\) Å, \(r_C=1.6\) Å, masses of 10, 20 and 30 u for A, B and C, and the model energy

\[
V=k(1+u\cdot v)=\frac{k}{2}|u+v|^2,\qquad k=3\ \text{eV/rad}^2 .
\]

**Bending quantum.** At linearity \(d(u+v)=\sum_kw_kdL_k\), so the Hessian is \(kB^TB\). With \(M\) the diagonal mass matrix and \(A=BM^{-1/2}\), the mass-weighted Hessian is \(kA^TA\). Its nonzero eigenvalues are those of \(kAA^T=kBM^{-1}B^T\). The two rows are orthogonal, so both bends have \(\omega^2=kG\), with

\[
G=\frac{0.8333^2}{10}+\frac{1.4583^2}{20}+\frac{0.6250^2}{30}=0.1888\ \frac{\text{rad}^2}{\text{u Å}^2}.
\]

After restoring \(\hbar\), the quantum is 0.0487 eV (392 cm⁻¹). Diagonalizing a finite-difference Cartesian Hessian of \(V\), which contains no reference direction, gives the same value twice.

**A bent chain.** Let the bend be 10°, with \(m\) along \(z\) and \(u+v\) at 30° from \(x\). Then \(|u+v|=2\sin5^\circ=0.1743\), and \((L_1,L_2)=(0.1510,0.0872)\) rad.

- A 20° spin about \(z\) gives \((0.1120,0.1335)\) rad. The length is unchanged.
- A 20° tilt about \(y\) gives \((0.1419,0.0872)\) rad, of length 0.1665 rad. The bend is still 10°; the missing part is the last term of (1).
- Turning \(w\) by 30° with the atoms at rest gives \((0.1743,0)\) rad. An optimizer comparing this with the old pair would infer a displacement that did not occur.
- A constraint force of 1 eV/rad on \(L_1\) gives a torque of −0.0872 eV/rad along \(z\).
- With atom D at \(\rho=2.0\) Å along \(x\), its rows have \(y\) components \(0.0872/2.0=0.0436\) and \(-0.1510/2.0=-0.0755\) rad/Å.

The spin does no work in the isolated molecule. When \(m\) is along \(a\), the last term of (1) is stationary, so \(dV=k(L_1dL_1+L_2dL_2)\). The bend gradient is \(kL=(0.453,0.261)\) eV/rad, and its work in a spin is proportional to \(-L_1L_2+L_2L_1=0\).

**A step that depends on the reference.** At the straight geometry, let the surroundings exert a gradient \(g=0.03\) eV/rad along \(x\). With \(w_1\) at angle \(\alpha\) from \(x\), its components are \(g\cos\alpha\) and \(-g\sin\alpha\). A Newton step with force constants \(k_1,k_2\) has

\[
\Delta L_1=-\frac{g\cos\alpha}{k_1},\qquad \Delta L_2=\frac{g\sin\alpha}{k_2}.
\]

Recombining \(\Delta L_1w_1+\Delta L_2w_2\) gives, to first order in the step,

\[
\Delta(u+v)=-g\begin{pmatrix}\cos^2\alpha/k_1+\sin^2\alpha/k_2\\ \sin\alpha\cos\alpha\,(1/k_1-1/k_2)\end{pmatrix}.
\]

For \(k_1=k_2=3\) eV/rad² the result is \((-0.01000,0)\) rad at both \(\alpha=0\) and 30°. For constants 3 and 2 eV/rad² it remains \((-0.01000,0)\) at \(\alpha=0\), but becomes \((-0.01125,0.00217)\) rad at 30°. The sideways motion comes from the choice of \(w\).

Unequal constants are legitimate when the surroundings distinguish two transverse directions. A diagonal model then needs \(w_1,w_2\) along those directions; a full \(2\times2\) matrix, transformed together with the references, serves for any choice. Otherwise equal constants are the safe model, provided that \(a\) lies along the chain and the chain is at or near a straight minimum. A bent minimum is different even without surroundings. With \(m\) along \(a\), the bend energy of an isolated chain depends on \(\ell=(L_1^2+L_2^2)^{1/2}\) alone, so the constants are \(V''(\ell)\) along \((L_1,L_2)\) and \(V'(\ell)/\ell\) across it. The second vanishes at the minimum, where that direction is the free spin about the axis. For \(V=(k/2)(\beta-\beta_0)^2\) with \(k=3\) eV/rad² and \(\beta_0=10^\circ\), the two constants at the minimum are 3.02 and 0 eV/rad². During an optimization the reference should either stay frozen, so that successive coordinates and gradients refer to the same functions, or follow the molecule with its derivatives included. A frozen reference should be renewed while the tilt of \(m\) from \(a\) is still small: with equal constants, a tilt of 30° already makes the Newton step in the plane of tilt too long by a third, since \(1/\cos^2 30^\circ=4/3\). Stored coordinates, gradients and Hessian must then be transformed or discarded.

Numerical values quoted here were computed with a short program.
